# Statistical inefficiency of an autoregressive polarization series from block averages

## Question

I am learning how to put error bars on averages from atomistic simulations. My practice case is the polarization of a small ferroelectric hafnia cell, sampled with strongly damped Langevin dynamics. The mean is 20 μC/cm², single values scatter about it with a standard deviation of 1 μC/cm², and a run has 10,000 saved values. Neighbouring values have correlation 0.9.

The exercise says to treat the series as a stationary first-order autoregressive process, to show that its long-run statistical inefficiency is 19, and to recover that value by block averaging.

I can't get there. Counting the neighbour correlation on both sides gives $1+2\times0.9=2.8$. I also generated a very long artificial series with the right correlation and averaged it in blocks. Blocks of 4 values gave 3.5 and blocks of 16 gave 9.9. Why does the answer depend on the block length, where does 19 come from, and what would I do with it?

## Answer

Your sum stops too early, and so do your blocks. A value is correlated with its neighbour, but through the neighbour it is also correlated with the next value, and so on. All these correlations count, and a block must be long enough to contain them.

### What is being computed

Let $P_t$ be the saved polarization, $m$ its mean, $s^2$ its variance and $\delta_t=P_t-m$. The first-order autoregressive model is

$$
\delta_{t+1}=\phi\,\delta_t+e_t,\qquad |\phi|<1,
$$

where the $e_t$ are independent random numbers of zero mean and equal variance. Each $e_t$ is independent of $\delta_t$ and of everything earlier. Stationary means that $\delta_{t+1}$ and $\delta_t$ have the same variance, so

$$
s^2=\phi^2s^2+\mathrm{Var}(e)\quad\Rightarrow\quad \mathrm{Var}(e)=(1-\phi^2)s^2 .
$$

Let $\bar P_B$ be the mean of $B$ successive values. For independent values its variance would be $s^2/B$. The statistical inefficiency is the factor by which the true variance differs from this:

$$
g_B=\frac{B\,\mathrm{Var}(\bar P_B)}{s^2},\qquad g=\lim_{B\to\infty}g_B .
$$

"Long-run" refers to the limit. Your 3.5 and 9.9 are estimates of $g_4$ and $g_{16}$, not of $g$.

### Correlations at all separations

Multiply the recursion for $\delta_{t+k}$ by $\delta_t$ and average, with $k\ge1$:

$$
\langle\delta_{t+k}\delta_t\rangle
=\phi\langle\delta_{t+k-1}\delta_t\rangle+\langle e_{t+k-1}\delta_t\rangle .
$$

The last term vanishes because that noise enters after $\delta_t$ has been fixed. Each extra step therefore multiplies the correlation by $\phi$. Starting from $\langle\delta_t^2\rangle=s^2$, the normalized correlation at separation $k$ is

$$
\rho_k=\frac{\langle\delta_{t+k}\delta_t\rangle}{s^2}=\phi^k .
$$

For $\phi=0.9$ it falls by a factor $e$ in $-1/\ln0.9=9.49$ saving intervals.

### The variance of a block mean

Write the square of the sum as a double sum:

$$
\mathrm{Var}(\bar P_B)=\frac1{B^2}\sum_{i=1}^{B}\sum_{j=1}^{B}\langle\delta_i\delta_j\rangle
=\frac{s^2}{B^2}\left[B+2\sum_{k=1}^{B-1}(B-k)\phi^k\right].
$$

The $B$ comes from the terms $i=j$. There are $B-k$ pairs at separation $k$, and the 2 counts both orders. Hence

$$
g_B=1+\frac2B\,S,\qquad S=\sum_{k=1}^{B-1}(B-k)\phi^k .
$$

To find $S$, note that it is a sum of partial geometric sums. In

$$
\sum_{n=1}^{B-1}\sum_{k=1}^{n}\phi^k
$$

the term $\phi^k$ occurs for $n=k,\dots,B-1$, which is $B-k$ times, as required. The inner sum is $\phi(1-\phi^n)/(1-\phi)$, so

$$
S=\frac{\phi}{1-\phi}\sum_{n=1}^{B-1}(1-\phi^n)
=\frac{\phi}{1-\phi}\left[B-1-\frac{\phi-\phi^B}{1-\phi}\right].
$$

Put the $-1$ over the same denominator:

$$
-1-\frac{\phi-\phi^B}{1-\phi}=-\frac{1-\phi+\phi-\phi^B}{1-\phi}=-\frac{1-\phi^B}{1-\phi}.
$$

Insert this into $g_B$ and use $1+2\phi/(1-\phi)=(1+\phi)/(1-\phi)$:

$$
\boxed{\,g_B=\frac{1+\phi}{1-\phi}-\frac{2\phi(1-\phi^B)}{B(1-\phi)^2}\,}
$$

The second term vanishes as $B\to\infty$. For $\phi=0.9$,

$$
g=\frac{1.9}{0.1}=19,\qquad g_B=19-\frac{180\,(1-0.9^B)}{B}.
$$

In your way of counting, the correlations at all positive separations add up to $0.9/0.1=9$, and $1+2\times9=19$. At $B=1$ the formula gives $19-180\times0.1=1$, as it must for a single value.

### Why the factor is so large

The same limit follows from the noise. Sum the recursion over $t=1,\dots,B$ and call $D=\sum_{t=1}^B\delta_t$. The left side is $D-\delta_1+\delta_{B+1}$, so

$$
(1-\phi)D=\sum_{t=1}^{B}e_t+\delta_1-\delta_{B+1}.
$$

The variance of the noise sum grows as $B$, while that of the two end terms stays bounded. Their covariance with the noise sum grows no faster than $\sqrt B$. After division by $B$ the noise alone survives:

$$
\frac{\mathrm{Var}(D)}{B}\to\frac{(1-\phi^2)s^2}{(1-\phi)^2}=s^2\,\frac{1+\phi}{1-\phi}.
$$

Each kick $e_t$ is remembered with weights $1,\phi,\phi^2,\dots$, so it contributes $1/(1-\phi)=10$ times its own size to the long sum.

At $\phi=0$ the values are uncorrelated and $g=1$. As $\phi\to1$, $g$ grows without bound. For negative $\phi$ successive deviations tend to cancel and $g<1$; $\phi=-0.9$ gives $1/19$.

### Recovering 19 from data

Cut the record into blocks of length $B$, take the variance of the block means, multiply by $B$ and divide by the variance of single values. This needs no value of $\phi$.

I did this for a synthetic Gaussian series with $\phi=0.9$ and 4,194,304 values, started from its stationary distribution. For the standard errors I split the record into 64 equal segments, estimated $g_B$ in each using the mean and variance of the whole record, and divided the standard deviation of the 64 results by $\sqrt{64}$. This treats the variance as fixed, although its fluctuation partly cancels in the ratio. The errors quoted for short blocks are therefore upper estimates: the true scatter is about 0.001 at $B=4$, 0.013 at $B=16$ and 0.07 at $B=64$. From $B=128$ on, the quoted errors are right to about 10%.

| $B$ | blocks | formula | measured |
|---:|---:|---:|---:|
| 4 | 1,048,576 | 3.52 | 3.53 ± 0.01 |
| 16 | 262,144 | 9.84 | 9.85 ± 0.03 |
| 64 | 65,536 | 16.19 | 16.29 ± 0.09 |
| 128 | 32,768 | 17.59 | 17.76 ± 0.13 |
| 256 | 16,384 | 18.30 | 18.25 ± 0.20 |
| 512 | 8,192 | 18.65 | 18.61 ± 0.30 |
| 1024 | 4,096 | 18.82 | 19.33 ± 0.43 |

Your two values are the first two rows. Short blocks are precise but biased low, because the means of adjacent blocks are still correlated. Long blocks have little bias but are few. For $n$ nearly independent Gaussian block means, the relative error of their variance is about $\sqrt{2/n}$, which is 2.2% for the last row. The last measured value lies above 19, but by less than one standard error.

Once $0.9^B$ is negligible, the shortfall is $180/B$. To bring it below 5% of 19 you need $B$ of about 190, or twenty correlation lengths.

The $1/B$ bias can also be removed. With $c=2\phi/(1-\phi)^2$,

$$
2g_{2B}-g_B
=2g-\frac{c(1-\phi^{2B})}{B}-g+\frac{c(1-\phi^B)}{B}
=g-\frac{c\,(\phi^B-\phi^{2B})}{B}.
$$

What remains is exponentially small; for $B=128$ it is below $10^{-5}$. The data give

$$
2g_{256}-g_{128}=2\times18.245-17.763=18.73\pm0.32,
$$

which agrees with 19 within one standard error. The price of removing the bias is a larger statistical error than that of $g_{256}$ alone.

### The error bar of your run

For $N=10{,}000$ values, $N$ is far above the correlation length and $g_N$ is practically 19. The standard error of the mean is

$$
s\sqrt{\frac gN}=1\times\sqrt{\frac{19}{10000}}=0.0436\ \mu\mathrm{C/cm^2},
$$

instead of the 0.0100 μC/cm² you would get by assuming independence. Your run is worth $10000/19\approx526$ independent values for the purpose of finding the mean.

I also generated 1000 independent synthetic runs of this length. Their means scattered with a standard deviation of 0.0417 μC/cm². That is 4% below the prediction, while a spread found from 1000 runs has a relative uncertainty of $1/\sqrt{2000}=2.2\%$. The difference is thus about two standard errors: somewhat large for chance, but far smaller than the factor of 4.4 between the two error bars.

With your single run, blocks of 256 leave 39 complete blocks, so $g$ itself is uncertain by roughly $\sqrt{2/38}=23\%$, and the error bar by half of that. When blocks are this few, divide by $n-1$ in the variance of the block means.

### When 0.9 does not imply 19

The step from one correlation to $g$ used $\rho_k=\phi^k$. Block averaging does not need this, and that is its advantage for real simulation data.

Take a polar mode of frequency 5 THz, so $\omega=2\pi\times5=31.4$ rad/ps, and a Langevin friction $\gamma=200$ ps⁻¹. If inertia is neglected, the polarization relaxes exponentially with time $\gamma/\omega^2=0.203$ ps. Saving every $\Delta t=0.02135$ ps then gives $\phi=e^{-\omega^2\Delta t/\gamma}=0.9$.

With inertia, the normalized correlation function $C(t)$ of the damped oscillator obeys

$$
\ddot C=-\omega^2C-\gamma\dot C,\qquad C(0)=1,\quad \dot C(0)=0 .
$$

Integrate from zero to infinity, where $C$ and $\dot C$ vanish. The left side gives 0 and the friction term gives $+\gamma$, so

$$
\int_0^\infty C\,dt=\frac{\gamma}{\omega^2}.
$$

When $\Delta t$ is short enough for the trapezoidal rule, $\Delta t\,(\tfrac12+\sum_k\rho_k)$ approximates this integral, and therefore $g\approx2\gamma/(\omega^2\Delta t)$. Inertia does not change this estimate, but it does change the lag-one correlation.

I evaluated $C$ at the saved times with a matrix exponential and summed it, holding $\omega$ and $\Delta t$ fixed:

- At $\gamma=200$ ps⁻¹, the lag-one correlation is 0.921 and $g=18.99$. Putting 0.921 into $(1+\phi)/(1-\phi)$ would give 24.3, which is 28% too high.
- At $\gamma=5$ ps⁻¹, the mode rings. The lag-one correlation is 0.791, yet $g=0.475$, because positive and negative swings cancel in the mean.

So 19 belongs to the sampling method and the saving interval as much as to the material.

A slow process causes the opposite trouble. Suppose 2% of the variance comes from an independent component with lag-one correlation 0.999, for which $g=1.999/0.001=1999$. Contributions add in proportion to their variance:

$$
g=0.98\times19+0.02\times1999=58.6 .
$$

The lag-one correlation of the sum is still 0.902, so it gives no warning. In a very long record, blocks of 256 would give 22.6 on average, well short of the limit. Keep increasing $B$ until the estimate stays level within its error over several doublings. The end of a rise is not enough: for the ringing mode above, $g_B$ first climbs to about 2.3 at $B=4$, drops to 0.66 at $B=10$, rises again to 0.95 at $B=14$, and keeps oscillating with shrinking amplitude while it sinks slowly towards 0.475 (0.545 at $B=64$, 0.49 at $B=256$). A level estimate is still no proof that slow motion is absent. In a run of 10,000 values the run's own mean absorbs part of the slow drift, so blocks of 256 give about 21.8 on average with the slow part and 18.3 without it. The difference is slightly less than one standard error. The correlation length of the slow part is 1000 saving intervals, and ten such lengths are not enough to reveal it. With the best block length, the expected shift is about 1.3 standard errors for 10,000 values, about 3 for 30,000 and about 6 for 100,000.

### How this compares with hafnia

The mean of 20 μC/cm², the 5 THz mode and the temperature of 300 K are round illustrative values. The mean is of the size measured on hafnia films; calculations for a perfect single-domain cell give roughly 50 μC/cm² along the polar axis. The friction is a sampling choice, far too strong for realistic vibrational motion. For a periodic cell of volume $V=8$ nm³ at zero macroscopic field, a spread of 1 μC/cm² (0.01 C/m²) implies a lattice susceptibility $Vs^2/(\varepsilon_0k_BT)=21.8$, a sensible size for an oxide whose dielectric constant is a few tens.

The model also assumes that the polarization stays in one well. Take a quartic double well with minima at $\pm m$ and the same harmonic spread:

$$
\frac{U}{k_BT}=\frac{(P^2-m^2)^2}{8m^2s^2}.
$$

Its curvature at $P=m$ is $1/s^2$, and its barrier at $P=0$ is $m^2/(8s^2)=50$, or 1.29 eV. The Boltzmann factor is about $2\times10^{-22}$, so reversal of the whole cell at once can be ignored in this model. The barrier follows from the assumed mean, spread and quartic form; it is not a calculated switching barrier of hafnia. Numerical integration over the well at positive $P$ shows that its anharmonicity raises the spread by 1%. Treating the 5 THz mode as an undamped quantum oscillator raises it by 2.6%. These are changes in $s$ alone. At fixed $g$ the error bar would change by the same fraction, but both effects can also change $g$, which was not computed here.

Real capacitors contain domain walls and defects, and reversal that starts at a nucleus can have a lower barrier than switching the same region all at once. The absence of such slow motion is the assumption most worth doubting. In the 2% example, slow motion would raise the long-run error bar by a factor $\sqrt{58.6/19}=1.8$; the share and speed of the slow part were chosen for illustration, not taken from a device.
